Why elastic collisions need no Pauli factor in a degenerate channel

In a silicon nanosheet at 300 K with 10¹³ electrons per cm², an electron picked at random finds the final state of an elastic hop occupied with probability 0.63. It seems to follow that the elastic relaxation rate should be multiplied by the empty fraction 1 − f₀. Doing so raises the calculated mobility from 623 to 933 cm²/Vs. The first value is the right one for this model, although most attempted elastic hops are indeed blocked.

**The counter-example**

The sheet has a 3 nm body and one occupied subband, with two valleys, two spins and in-plane mass m = 0.19 m₀. Energies E are measured from the subband edge, and f₀ is the Fermi function. The density of states per spin and valley is m/(2πħ²); all four together give 1.587×10¹⁴ cm⁻² eV⁻¹. Integrating f₀ over a constant density of states gives

n = (density of states) kT ln(1 + e^η), η = E_F/kT.

With kT = 25.85 meV the logarithm is 2.44. Hence η = 2.345, E_F = 60.6 meV and f₀(0) = 0.913.

Three scatterers act, each treated by the golden rule. Its prefactor times the density of final states is (2π/ħ)·m/(2πħ²) = m/ħ³.

*Disorder.* A static potential has correlation V₀² exp(−r²/L²), with V₀ = 20 meV and L = 2 nm. Its Fourier transform is πV₀²L² exp(−q²L²/4). An elastic deflection by θ has q² = 2k²(1 − cos θ) and removes the fraction 1 − cos θ of the forward momentum. With a = k²L²/2 = mEL²/ħ², the angular average gives

Γ_dis = (m/ħ³) πV₀²L² e^(−a) [I₀(a) − I₁(a)],

where I₀ and I₁ are modified Bessel functions. At E_F this is 8.08 ps⁻¹.

*Acoustic phonons*, treated as elastic. Emission and absorption together carry the squared coupling ħD²q²(2N+1)/(2ρω), where N is the phonon number. With 2N+1 ≈ 2kT/ħω and ω = vq this becomes D²kT/(ρv²). Summing over the phonon wavevector across the body gives the integral of the fourth power of the wavefunction √(2/d) sin(πz/d), which is 3/(2d) for thickness d:

Γ_ac = (m/ħ³) [D²kT/(ρv²)] · 3/(2d) = 5.99 ps⁻¹.

*One intervalley phonon*, ħω = 62 meV and N = 0.100. It scatters isotropically into the opposite valley, which is equally filled. Its prefactor is

Γ₀ = (m/ħ³) [ħD_op²/(2ρω)] · 3/(2d) = 5.51 ps⁻¹.

The occupation factors derived below turn this into 1.01 ps⁻¹ at E_F, so the total rate there is Γ = 15.08 ps⁻¹.

For a weak field F along x, the force on an electron is −eF. In the steady state −eF v cos θ ∂f₀/∂E = −δf/τ, so

δf = eFτ v cos θ ∂f₀/∂E.

Averaging the velocity v cos θ over δf, with mean cos²θ = ½ and v²/2 = E/m, gives the mobility

μ = (e/m) ∫Eτ(−∂f₀/∂E)dE / ∫f₀dE.

As a guide, τ = 1/15.08 ps gives eτ/m ≈ 610 cm²/Vs; the full integral gives 623.

Now insert the false factor. Take first a constant elastic rate 1/τ. Integration by parts gives ∫E(−∂f₀/∂E)dE = ∫f₀dE, so the correct mobility is eτ/m. Replacing τ by τ/(1 − f₀) and using −∂f₀/∂E = f₀(1 − f₀)/kT cancels the empty fraction:

μ_false/μ = ∫E f₀ dE / (kT ∫f₀ dE) = ⟨E⟩/kT.

In the dilute limit ⟨E⟩ = kT and the error vanishes. In the strongly degenerate limit ⟨E⟩ = E_F/2, and the ratio grows as η/2. Here it is 1.77; η/2 = 1.17 shows that the second limit has not been reached.

With the actual elastic rates the ratio is 1.58. It is the average of 1/(1 − f₀) with weight Eτf₀(1 − f₀). The disorder rate is an average of (1 − cos θ)exp[−a(1 − cos θ)], which falls as a grows. Thus τ rises with energy and moves weight to energies where 1/(1 − f₀) is smaller. Adding the correctly treated intervalley phonon lowers the ratio to 1.50, because that part of the rate is not falsified.

With body, temperature and disorder held fixed, the ratio is 1.005 at 10¹¹ cm⁻², 1.05 at 10¹² and 1.63 at 2×10¹³. At 10¹³ cm⁻² and 400 K it is 1.35.

**The correct statement**

Let W(k,k′) be the rate from k to k′, and write f = f(k), f′ = f(k′). With both blocking factors kept,

C(k) = Σ [W(k′,k) f′(1 − f) − W(k,k′) f(1 − f′)].

Multiplying out,

C(k) = Σ {W(k′,k) f′ − W(k,k′) f − f f′[W(k′,k) − W(k,k′)]}.

If forward and reverse rates are equal, the last term vanishes for any f, near equilibrium or far from it:

C(k) = Σ W(k,k′)(f′ − f).

For a static potential the golden rule supplies this symmetry: the Hamiltonian is Hermitian, so |V(k′,k)|² = |V(k,k′)|², and the energy condition is the same both ways. A scatterer whose own state can change carries no such guarantee, as the phonons below show.

Blocking is still present in individual events. In a short time dt the mean net number of hops from k to k′ is W(f − f′)dt. The mean square is the sum of the two event probabilities, W[f(1 − f′) + f′(1 − f)]dt, which keeps −2ff′. Event counts and noise therefore feel the exclusion principle.

The probability quoted at the start follows from f₀² = f₀ + kT ∂f₀/∂E:

∫f₀²dE/∫f₀dE = 1 − f₀(0)/ln(1 + e^η) = 1 − 0.913/2.44 ≈ 0.63.

This counts every electron once. It equals the blocked share of attempts, as the output labels it, only if all electrons attempt hops equally often. Here slow electrons attempt more disorder hops and are blocked more often, so the share of attempts is somewhat larger.

**Proof without averaged occupations**

The expression for C replaced the mean of a product by a product of means. The cancellation does not need this. For particles hopping under hard exclusion, with nᵢ = 0 or 1,

d⟨nᵢ⟩/dt = Σ [Wⱼᵢ⟨nⱼ(1 − nᵢ)⟩ − Wᵢⱼ⟨nᵢ(1 − nⱼ)⟩].

For Wᵢⱼ = Wⱼᵢ the correlation ⟨nᵢnⱼ⟩ drops out, whatever its value. A simulation of elastic hops alone may therefore reject the blocked ones or ignore blocking altogether; the mean occupations agree.

Thermal rates behave differently. Put three particles on five levels spaced by kT. The unblocked equation relaxes to the Boltzmann share, which places 3/(1 + e⁻¹ + e⁻² + e⁻³ + e⁻⁴) = 1.909 particles in the lowest level. The master equation with exclusion gives 0.957.

A static potential permits a stronger statement that does not use the golden rule. Its Hamiltonian is H = Σ hᵢⱼcᵢ†cⱼ. The anticommutation rules give

[cᵢ, cⱼ†cₗ] = δᵢⱼcₗ − cⱼ†(cᵢcₗ + cₗcᵢ) = δᵢⱼcₗ.

Hence iħ dcᵢ/dt = Σ hᵢⱼcⱼ, with solution cᵢ(t) = Σ uᵢⱼcⱼ(0), where u = exp(−iht/ħ). If the initial state has ⟨cⱼ†cₗ⟩ = nⱼδⱼₗ, then

nᵢ(t) = Σ |uᵢⱼ|² nⱼ(0).

This is linear in the occupations, and u being unitary keeps every nᵢ between 0 and 1. It holds even when |uᵢⱼ|² ≠ |uⱼᵢ|². A many-fermion evolution on five levels, with forward and reverse probabilities differing by up to 0.39, agrees with it to rounding error. Where transition probabilities are asymmetric in this way, inserting them into the blocked expression for C would in general leave a spurious ff′ term.

**What phonons retain**

Let level 1 lie ħω above level 2, with coupling g(c₁†c₂b + c₂†c₁b†). From n phonons, the downward step has amplitude proportional to g√(n+1) and needs level 2 empty; the upward step has g√n and needs level 1 empty. To leading order in time the net loss from level 1 is (gt/ħ)² times

(N+1)f₁(1 − f₂) − N f₂(1 − f₁) = (N+1)f₁ − N f₂ − f₁f₂.

The stimulated parts of the product cancel, and the spontaneous part leaves −f₁f₂. For f₁ = 0.6, f₂ = 0.7 and N = 0.5 this is 0.27 − 0.14 = 0.13. Evolving the coupled system numerically for gt/ħ = 0.01 gives 0.1300; without blocking the expression would be 0.55.

To find the relaxation rate, set f = f₀ + δ and keep first order. The coefficient of −δ(k) in C is

Σ [W(k,k′)(1 − f₀′) + W(k′,k)f₀′].

The first term is the excess electron leaving for an empty state. The second is its obstruction of electrons that would otherwise arrive. For equal rates the sum of the two is W: what blocking removes from departures is restored by blocked arrivals. The term in δ(k′) has coefficient W(1 − f₀) + Wf₀ = W by the same algebra, and for δ ∝ cos θ it supplies the −cos θ in 1 − cos θ.

For the isotropic phonon process the δ(k′) term averages to zero. In units of Γ₀,

emission (E > ħω): (N+1)(1 − f₀′) + N f₀′ = N + 1 − f₀(E − ħω),

absorption: N(1 − f₀′) + (N+1)f₀′ = N + f₀(E + ħω).

Detailed balance, W(k,k′)f₀(1 − f₀′) = W(k′,k)f₀′(1 − f₀), turns the general coefficient into

Σ W(k,k′)(1 − f₀′)/(1 − f₀).

For an elastic collision f₀′ = f₀ and the factor is 1. The false treatment keeps the numerator and loses the denominator.

At 20 meV emission is impossible, and absorption gives 0.10 + f₀(82 meV) = 0.10 + 0.30, or 2.2 ps⁻¹. Without occupation factors the rate would be 0.55 ps⁻¹. At 80 meV the sum is (1.10 − 0.84) + (0.10 + 0.04) = 0.40, again 2.2 ps⁻¹, against 6.6 without the factors.

Dropping them lowers the total mobility from 623 to 538 cm²/Vs, yet with this phonon acting alone it raises the mobility from 4146 to 5212. Sampled energies illustrate why. Beside a larger elastic rate, the change in mobility follows roughly the change in rate, and +4.4 ps⁻¹ at 80 meV outweighs −1.7 at 20 meV. Alone, the phonon sets τ itself. The mobility integral weights τ with E f₀(1 − f₀), which is similar at E_F and at 80 meV (15 and 17 meV). The gain at E_F, from 0.99 to 1.8 ps, outweighs the loss at 80 meV, from 0.45 to 0.15 ps. This depends on E_F lying near or below the emission threshold; at 1.5×10¹³ cm⁻² dropping the factors lowers the phonon-only mobility as well.

These rates were tested by marching the Boltzmann equation, with the field term kept to first order, to its steady state in a field of 100 V/m, on 200 energies and 24 angles, with every blocking factor written out, elastic ones included. The resulting τ(E) agrees with the formulas to about 10⁻¹⁰ below 350 meV, and the mobility is again 623 cm²/Vs.

Acoustic phonons exchange a small energy xkT. Their factors add to 2N + 1 + f₀(E + xkT) − f₀(E − xkT). Expanding, 2N + 1 = 2/x + x/6 and the difference of Fermi functions is −2x f₀(1 − f₀). Relative to 2/x, the correction is

x²[1/12 − f₀(1 − f₀)].

There is no term linear in x. A phonon with in-plane wavevector 2k at E_F and transverse wavevector 2π/d has 14 meV, and the full expression then lowers the δ(k) part of its contribution at E_F, leaving aside the change in the δ(k′) part, by 4.7 %.

**Beside a real nanosheet**

The silicon constants are rough typical values, and the disorder is a chosen effective potential. Measured mobilities in such thin films are often lower, roughly a few hundred cm²/Vs or less. The model mobility rises with density because the disorder rate falls with energy while its strength is held fixed, and the phonon occupation factors add to the rise; with an energy-independent disorder rate it would fall slightly; in real channels roughness scattering strengthens with the gate field. Higher subbands would add about 4 % to the density at the same Fermi level in this flat well with infinitely high walls and parabolic bands. That figure is fragile: nonparabolicity raises it to about 8 %, and a finite oxide barrier of 3.1 eV lowers the light-mass fourfold valleys enough to make it roughly 20 to 45 %, depending on the mass assumed in the oxide. A real film of this thickness need not have only one occupied subband. The electrons' own field, left out here, would bend the well; through the phonon rates this changes the mobility by roughly 2 to 3 %, upward with gates on both faces and downward with a single gate, and with two gates the higher subbands add nearer 6 %. Nonparabolicity raises the mass at E_F by 6 %, which lowers the mobility at fixed density by roughly 15 % if the rates also scale with mass; the confinement energy, not counted here, makes both changes larger. The momentum-relaxation rate gives ħΓ = 0.38 kT; the level broadening, set by the full scattering rate without the weight 1 − cos θ, is somewhat larger, so golden-rule rates are estimates. Screening, estimated for a sheet of zero thickness with its long-wavelength response and the mean permittivity of silicon and oxide, 7.8, would multiply a bare disorder rate by 0.12; for a 3 nm film between two oxides the factor is nearer 0.3. V₀ must therefore be read as already screened; giving the disorder the shape from this zero-thickness estimate, at fixed rate at E_F, moves the elastic-only ratio from 1.58 to 1.70. A short transistor also breaks the assumption of linear response over many collisions. The mean free path is 22 nm, and a field of 12 kV/cm supplies kT along it, whereas 0.7 V across 15 nm is about 470 kV/cm. The mobility then no longer fixes the current, but the elastic cancellation survives, since it holds for any f.

The numerical output follows.

Numbers as computed

```
Static Fock test: largest error 3e-16, asymmetry 0.389
Phonon pair: f_up 0.6, f_low 0.7, N 0.5
  loss/(gt)^2: exact 0.1300, blocked 0.1300, unblocked 0.5500
Exclusion, symmetric rates: largest error 4e-16
Exclusion, thermal: lowest level 0.957, unblocked 1.909
Inputs: T 300 K, density 1.0e+13 cm^-2, body 3.0 nm, mass 0.19 m0
  disorder 20 meV rms, correlation length 2.0 nm
  optical phonon 62 meV, coupling 1.1e+09 eV/cm
  acoustic coupling 12 eV, sound 9.0 km/s, mass density 2330 kg/m^3
kT 25.85 meV, density of states (all) 1.587e+14 cm^-2 eV^-1
Fermi level 60.6 meV, eta 2.345, f0(0) 0.913, phonon number 0.1000
Blocked share of elastic attempts 0.626
Rates at Fermi level: disorder 8.08, acoustic 5.99 ps^-1
  optical 1.01, total 15.08 ps^-1
Optical rate prefactor 5.506 ps^-1
  at 20 meV: full 2.23, no factors 0.55, out only 0.38 ps^-1
  at 80 meV: full 2.22, no factors 6.61, out only 1.50 ps^-1
Boltzmann march: mobility 622.9 cm2/Vs, largest tau error 1e-10
Mobility, correct 622.9 cm2/Vs
Mobility, elastic falsely blocked 933.1 cm2/Vs, ratio 1.498
Mobility, phonon factors dropped 538.3 cm2/Vs
Elastic only: correct 794.2, blocked 1256.9 cm2/Vs, ratio 1.583
Optical only: correct 4146, factors dropped 5212 cm2/Vs
Constant-rate ratio F1/F0 1.765
  density 1e+11 cm^-2: correct 506.8, blocked 509.5 cm2/Vs, ratio 1.005
  density 1e+12 cm^-2: correct 515.1, blocked 542.9 cm2/Vs, ratio 1.054
  density 3e+12 cm^-2: correct 535.4, blocked 623.7 cm2/Vs, ratio 1.165
  density 1e+13 cm^-2: correct 622.9, blocked 933.1 cm2/Vs, ratio 1.498
  density 2e+13 cm^-2: correct 759.5, blocked 1239.2 cm2/Vs, ratio 1.632
At 400 K: correct 514.4, blocked 696.6 cm2/Vs, ratio 1.354
Neglected effects:
  second subband: gap 137 meV, extra density 2.1 %
  fourfold valleys: gap 174 meV, extra density 2.2 %
  absorption into them 0.191 ps^-1, only above 115 meV
  mass rise at Fermi level 6.1 % (nonparabolicity 0.5 /eV)
  collision broadening/kT 0.38
  acoustic phonon energy up to about 14.0 meV, rate error -4.7 %
  screening would multiply a bare disorder rate by 0.116
  elastic-only ratio with screened shape 1.703
  mean free path 22.2 nm, field giving kT per path 11.6 kV/cm
```
